# Three azimuthal variants of a 2mm silicide face on silicon (111), part 1

(Sections cited here and not found follow in the second part.)

## First half: from a rectangle on silicon to the general count

**Result.** Let $G$ be the group of rotations and reflections about the surface normal that leave silicon (111) unchanged. It is 3m and has $|G|=6$ members. Let the film face have the group 2mm, and let the film be laid down so that one of its mirrors coincides with a mirror of the silicon. The operations common to substrate and film then form a group $S$ with two members, the identity and that mirror. The symmetry of the substrate turns this film into

$$
N=\frac{|G|}{|S|}=\frac{6}{2}=3
$$

different orientations, and their axes lie $60^\circ$ apart.

Three conditions belong to this statement. The film normal is fixed along Si[111], so an orientation is an azimuth. Translations are disregarded: two pieces of film that differ by a rigid shift have the same orientation. Finally, $N$ counts the orientations that symmetry generates from one given epitaxial relation. Which relation the film adopts is a question of energy and growth that symmetry does not answer.

### The simplest case: count the images by hand

Put the $x$ axis along Si$[1\bar10]$, the $y$ axis along Si$[11\bar2]$ and the $z$ axis along Si[111]. Azimuths are measured from $x$ towards $y$. An in-plane direction with azimuth $\psi$ is carried

$$
\text{by a rotation } r(\theta):\ \psi\to\psi+\theta,\qquad
\text{by a reflection } m(\beta):\ \psi\to 2\beta-\psi .
$$

Here $\beta$ is the azimuth of the line in which the mirror plane cuts the surface. The second rule holds because a direction at the angle $\psi-\beta$ on one side of the line goes to the same angle on the other side, $\beta-(\psi-\beta)=2\beta-\psi$.

The silicon face has the rotations $r(0),r(120^\circ),r(240^\circ)$ and the mirrors $m(30^\circ),m(90^\circ),m(150^\circ)$; this is derived below. Represent the film by a rectangle with one side, called $a$, along $x$. The six operations send the direction $\psi=0$ to

- $0^\circ,\ 120^\circ,\ 240^\circ$ by the rotations;
- $60^\circ,\ 180^\circ,\ 300^\circ$ by the reflections, since $2\beta-0=2\beta$.

A rectangle turned by $180^\circ$ is the same rectangle, so these azimuths count modulo $180^\circ$. The rotations give $0^\circ,120^\circ,60^\circ$ and the reflections give $60^\circ,0^\circ,120^\circ$. Six operations have produced three rectangles, each of them twice. The rest of this half explains the "twice", and shows that it follows from the shared mirror.

### Why silicon (111) has the group 3m

In cubic axes, with cube edge $a_{\rm Si}$, the atoms of silicon occupy the face-centred lattice points and the same points shifted by $\frac{a_{\rm Si}}4(1,1,1)$. A permutation of the three cubic coordinates carries the face-centred lattice into itself and leaves the shift unchanged. It therefore maps the crystal onto itself. It also leaves the direction [111] and the height $\propto x_1+x_2+x_3$ of every atom unchanged, so it preserves a crystal cut off at a (111) plane.

There are $3!=6$ permutations. The cyclic ones are the rotations by $0^\circ$, $120^\circ$ and $240^\circ$ about [111]. The exchange of the first two coordinates reverses $[1\bar10]$ and leaves $[11\bar2]$ and [111] fixed, so it is the reflection whose line runs along $y$, that is $m(90^\circ)$. The other two exchanges are its copies turned by $\pm120^\circ$. Their lines lie at $210^\circ$ and $-30^\circ$, which as undirected lines are $30^\circ$ and $150^\circ$.

It remains to exclude further operations. The surface net is hexagonal, and a hexagonal net allows only rotations by multiples of $60^\circ$. If the rotation by $60^\circ$ or $300^\circ$ were a symmetry, its third power, the half-turn, would be one too. So it is enough to exclude the half-turn. With the unit normal $\mathbf n=(1,1,1)/\sqrt3$, a half-turn sends a vector $\mathbf v$ to $2(\mathbf v\cdot\mathbf n)\mathbf n-\mathbf v$. For the lattice vector $\mathbf v=\frac{a_{\rm Si}}2(1,1,0)$ this is

$$
\frac{a_{\rm Si}}2\left[\frac{4}{3}(1,1,1)-(1,1,0)\right]
=\frac{a_{\rm Si}}2\left(\frac13,\frac13,\frac43\right),
$$

which is not a lattice vector. The half-turn is excluded, and three rotations remain.

There are no further mirrors either. If $m$ is one mirror of the group and $m'$ any other, the product $m'm$ is a rotation of the group, so $m'=(m'm)m$ is one of three rotations times $m$. There are hence exactly as many mirrors as rotations, and $|G|=6$.

A limit shows what the lower layers contribute. A single hexagonal layer of atoms does have the half-turn, and its group is 6mm with twelve members. The half-turn is lost because successive layers are displaced sideways. The search over atomic positions summarised in the numerical output finds the orders 6 for the crystal and 12 for the top layer.

### The film face and its group

Let the film axes $a$ and $c$ lie in the surface and let $b$ be the normal. With $a$ along $x$, the group 2mm is

$$
F=\{\,r(0),\ r(180^\circ),\ m(0),\ m(90^\circ)\,\}.
$$

The reflection $m(0)$ has its line along $a$ and reverses $c$; the reflection $m(90^\circ)$ reverses $a$. Because translations are disregarded, an operation belongs to $F$ if it maps the film crystal onto itself when followed by some translation, whatever that translation is. This convention matters for real silicides, and the second half returns to it.

Turning the film by an operation $R$ gives a new placement. Two placements $R$ and $R'$ show the same orientation when they differ by an operation that the film does not notice:

$$
R'=Rf\quad\text{with } f\in F .
$$

The order of the factors matters. The operation $f$ acts first, on the film in its standard position, where the film is unchanged by it; then $R$ turns the result. An orientation is therefore not a single operation but the set

$$
RF=\{Rf:\ f\in F\},
$$

called a coset.

For a film with group 2mm the cosets can be labelled by the azimuth $\varphi$ of the $a$ axis, modulo $180^\circ$. First, each coset contains a rotation: if $R$ is a reflection, then $R\,m(0)$ belongs to the same coset and, as a product of two reflections, is a rotation. Second, $r(\varphi)$ and $r(\varphi')$ lie in the same coset if and only if $r(\varphi'-\varphi)$ belongs to $F$, that is, if $\varphi'-\varphi$ is a multiple of $180^\circ$. The first point also has a physical meaning. A reflected film is never a new, left-handed kind of film, since it can be reached from the original by turning.

### The orbit-stabiliser theorem

An operation $g$ of the substrate carries the orientation $RF$ into $gRF$. The set of all orientations reached in this way is the orbit of $RF$, and its size is $N$. The operations of $G$ that leave $RF$ where it is form the stabiliser $S$. For these,

$$
gRF=RF\iff R^{-1}gR\in F\iff g\in RFR^{-1}.
$$

The first equivalence holds because $gRF=RF$ requires $gR=Rf$ for some $f$ in $F$. Conversely, $gR=Rf$ gives $gRF=RfF=RF$, since multiplying the group $F$ by one of its members only rearranges it. Hence

$$
S=G\cap RFR^{-1}.
$$

The set $RFR^{-1}$ is the group of the film as it actually lies on the substrate. So $S$ consists of the operations common to the substrate and the film in place. It is a group, because the intersection of two groups is one.

Now ask when two operations $g$ and $h$ of $G$ give the same orientation:

$$
gRF=hRF\iff h^{-1}gRF=RF\iff h^{-1}g\in S\iff g\in hS .
$$

For a given $h$, the operations that lead to the same orientation as $h$ are therefore the members of $hS=\{hs:\ s\in S\}$. This set has $|S|$ members, because $hs=hs'$ implies $s=s'$. The members of $G$ thus fall into groups of equal size $|S|$, one group for each orientation in the orbit. Counting them gives $|G|=N|S|$, or

$$
N=\frac{|G|}{|S|}.
$$

This is the orbit-stabiliser theorem. It explains the hand count: each rectangle appeared twice because two operations, the identity and one mirror, left the first rectangle in place.

### The common operations of 3m and 2mm

The possible common operations are rotations and mirrors. The rotations by $0^\circ,120^\circ,240^\circ$ of the silicon and by $0^\circ,180^\circ$ of the film have the identity alone in common. Turning the film to another azimuth does not alter this, because rotations about the same axis commute and $r(\varphi)\,r(180^\circ)\,r(-\varphi)=r(180^\circ)$.

For the mirrors we need the product of two reflections. Applying $m(\beta')$ first and $m(\beta)$ second,

$$
\psi\to2\beta'-\psi\to2\beta-(2\beta'-\psi)=\psi+2(\beta-\beta'),
$$

so $m(\beta)m(\beta')=r\big(2(\beta-\beta')\big)$. The two film mirrors are perpendicular, and their product is the half-turn. If the silicon shared both, it would also possess the half-turn, which it does not. At most one mirror can be shared, and therefore $|S|\le2$.

With $a$ along $x$ the film has mirror lines at $0^\circ$ and $90^\circ$, and the silicon at $30^\circ,90^\circ,150^\circ$. The line at $90^\circ$ is shared. Hence

$$
S=\{\,r(0),\ m(90^\circ)\,\},\qquad |S|=2,\qquad N=\frac62=3 .
$$

The three orientations are obtained with the rotations of $G$ alone. Two different rotations of $G$ cannot give the same orientation, since $h^{-1}g$ would then be a rotation in $S$ other than the identity. The rotations thus supply three distinct orientations, which is all of them:

$$
F,\quad r(120^\circ)F,\quad r(240^\circ)F,
\qquad \varphi=0^\circ,\ 120^\circ,\ 240^\circ\equiv60^\circ .
$$

The substrate turns the film in steps of $120^\circ$. The $60^\circ$ between neighbouring axes comes from the half-turn of the film, which makes $240^\circ$ and $60^\circ$ equivalent.

There is also a pictorial reading. If $s$ leaves $RF$ in place, then $gsg^{-1}$ leaves $gRF$ in place, as $gsg^{-1}(gRF)=gsRF=gRF$. The mirror shared by a variant is thus turned along with it. The variants at $0^\circ$, $120^\circ$ and $60^\circ$ share the silicon mirrors with lines at $90^\circ$, $210^\circ\equiv30^\circ$ and $330^\circ\equiv150^\circ$. Each of the three mirrors of silicon belongs to one variant.

### Four limits of the count

**A film without symmetry.** If $F$ contains only the identity, then $S$ does too, and $N=6$. Each operation of the substrate gives a new placement. Three of these are mirror images of the original film, which can no longer be obtained by turning it about the surface normal.

**A hexagonal film.** Let the film face have 6mm, with its mirrors aligned to those of the silicon. All six operations of $G$ then belong to the film as well, so $|S|=6$ and $N=1$. Such a film has no azimuthal variants, although it may still contain domains that differ by a translation.

**A square film.** Let the face have 4mm and share the mirror at $90^\circ$. Its mirror lines lie at $0^\circ,45^\circ,90^\circ,135^\circ$, of which silicon has only $90^\circ$. Its rotations are multiples of $90^\circ$, of which silicon has only the identity. Again $|S|=2$ and $N=3$. The film now has twice as many operations as before, yet the number of variants is unchanged, since only shared operations enter the count. What has changed is the spacing: the azimuths $0^\circ,120^\circ,240^\circ$ taken modulo $90^\circ$ are $0^\circ,30^\circ,60^\circ$.

**A film with one mirror.** If the face has lost its half-turn and one mirror, but keeps the mirror it shares, then $S$ is unchanged and $N=3$. The shared mirror reverses $a$ and leaves $c$ unchanged. With the half-turn and the other mirror gone, nothing reverses $c$ any more. The $c$ axis now has a distinguishable head and tail, so its azimuth counts modulo $360^\circ$, and the variants lie $120^\circ$ apart. The number three therefore does not establish that the film face has 2mm symmetry; the spacing of the variants carries that information, provided the head of $c$ can be told from its tail. Ordinary diffraction may not do so: by Friedel's law a reflection and its opposite have equal intensity, and if the film crystal also has a mirror parallel to the surface, its pole figure is the same as for 2mm, with steps of $60^\circ$.

## Second half: other azimuths, real interfaces and a PtSi-like film

The symbols carried over are these. $G$ is the group 3m of Si(111), with rotations by $0^\circ,120^\circ,240^\circ$ and mirrors $m(\beta)$ whose lines lie at $\beta=30^\circ,90^\circ,150^\circ$ from $x=[1\bar10]$; the $y$ axis is $[11\bar2]$. $F$ is the group 2mm of the film, $R$ its placement, $RF$ its orientation, and $\varphi$ the azimuth of its $a$ axis modulo $180^\circ$. The shared operations are $S=G\cap RFR^{-1}$, and the number of variants is $N=|G|/|S|$. For $\varphi=0$ the mirror at $90^\circ$ is shared, $|S|=2$ and $N=3$.

### Any azimuth

Turn the film so that its $a$ axis has the azimuth $\varphi$. Its mirror lines then lie at $\varphi$ and $\varphi+90^\circ$. The silicon lines lie at $30^\circ+60^\circ k$ with integer $k$. A mirror is shared if

$$
\varphi=30^\circ+60^\circ k
\quad\text{or}\quad
\varphi+90^\circ=30^\circ+60^\circ k .
$$

The second condition gives $\varphi=-60^\circ+60^\circ k$, a multiple of $60^\circ$. The two together say that $\varphi$ is a multiple of $30^\circ$. Then $N=3$; at every other azimuth $S$ contains the identity alone and $N=6$.

The azimuths themselves follow from the two rules for directions. The rotations of $G$ give $\varphi+120^\circ k$, and the reflections give $2\beta-\varphi=60^\circ+120^\circ k-\varphi$. Modulo $180^\circ$ the complete set is

$$
\varphi+60^\circ k\quad\text{and}\quad-\varphi+60^\circ k,\qquad k=0,1,2 .
$$

The two triplets merge when $2\varphi$ is a multiple of $60^\circ$, which is again the condition just found.

This was tested on a crystal given by its atoms, with the cell described below. The order of $S$ was found by checking which operations map the atoms onto themselves. The variants were counted separately, from the interatomic vectors of the six rotated or reflected films, which do not depend on translations. The results were:

| $\varphi$ | order of $S$ | variants |
|---|---|---|
| $0^\circ,30^\circ,60^\circ,90^\circ$ | 2 | 3 |
| $7^\circ,15^\circ,45^\circ,75^\circ$ | 1 | 6 |

The alignments $\varphi=0$ and $\varphi=30^\circ$ both have three variants, but they are different epitaxial relations. The first orbit contains $0^\circ,60^\circ,120^\circ$, the second $30^\circ,90^\circ,150^\circ$. In the first, the shared mirror reverses the $a$ axis; in the second, it reverses $c$. No operation of the silicon connects them, so symmetry does not make their energies equal. A film in which both occur has six azimuths, in two families of three.

### Does it matter how deep the film feels the silicon?

If the film responded only to the top layer of silicon, the substrate group would be 6mm, with twelve members. One might expect more variants. At $\varphi=0$, however, the half-turn and both film mirrors are now shared, so $|S|=4$ and $N=12/4=3$. A count on the atomic model with this larger group also gives three.

The agreement has a general reason. In the plane, a half-turn reverses every vector, so it commutes with every other operation. Acting on any orientation of a film that has the half-turn itself, it gives

$$
r(180^\circ)\,gRF=gR\,r(180^\circ)F=gRF .
$$

Adding the half-turn to the substrate thus creates no new orientation, at any azimuth. If the film lacks the half-turn, this argument does not apply, and the number can grow. A film with a single shared mirror has $N=6/2=3$ on 3m but $N=12/2=6$ on 6mm.

The number of variants is $N=|G|/|S|$, which for a 2mm film on Si(111) gives three when a mirror is shared and six otherwise. What remains is to work this out for a PtSi-like crystal and to see what it implies for interface structures, energies and populations, miscut wafers and pole figures.
